Logarithmic-Derivative Scans for Ultrasoft Atoms: Radius, Energies and the Linear Solve

An electron leaving one atom of a solid and arriving at another meets a sphere whose interior we would like to replace by something smooth. Outside the sphere nothing is changed. The replacement is therefore good, at a given energy and angular momentum, if the wave emerges from the sphere with the same ratio of slope to value as before. A scan of this ratio, the logarithmic derivative, requires a radius, an energy window and an energy step. For an ultrasoft atom the scan needs more than an ordinary outward integration, because the potential is nonlocal. Its strength also depends on energy, which must be included at each step of the scan. This guide derives the calculation and uses it to choose the settings.

**What is being computed**

We use Hartree atomic units, a nonrelativistic electron, and the fixed, spherical mean-field potential of a reference atom. For angular momentum l, let u(r) be r times the radial function. The ultrasoft equation is

(T + V − ε) u + Σ_ij β_i (D_ij − ε q_ij) ⟨β_j|u⟩ = 0,

T = −½ d²/dr² + l(l+1)/(2r²).

V is a local potential, finite at the origin. The n real, linearly independent projectors β_i vanish beyond a radius R. The real symmetric matrices D and q hold the nonlocal strengths and the augmentation charges. Brackets denote ∫ dr from 0 to R. The scan asks for

L(ε) = u'(R)/u(R).

The difficulty is that ⟨β_j|u⟩ involves u all the way to R, so it is unknown while u is being integrated outward. It is, however, just a set of n numbers. Write M = D − εq and define

a_i = Σ_j M_ij ⟨β_j|u⟩.

The equation then reads (T + V − ε)u = −Σ_i a_i β_i, which is an ordinary differential equation with sources of known shape and unknown amplitude. Solve it once without a source and once for each source:

(T + V − ε) u₀ = 0,  (T + V − ε) w_i = −β_i,

all regular at the origin. By linearity, u = u₀ + Σ_i a_i w_i, where the free overall scale has been used to give u₀ the coefficient one. Put this into the definition of a_i, with b_j = ⟨β_j|u₀⟩ and W_jk = ⟨β_j|w_k⟩:

a_i = Σ_j M_ij (b_j + Σ_k W_jk a_k).

Moving the unknowns to the left gives the n by n linear system

(1 − MW) a = M b,

and then

L = [u₀'(R) + Σ_i a_i w_i'(R)] / [u₀(R) + Σ_i a_i w_i(R)].

Each energy costs n + 1 integrations, n(n + 1) projector integrals and one small solve. No iteration is needed.

For the integration, multiply the equation for w_i by −2 and isolate the second derivative:

w_i'' = [l(l+1)/r² + 2(V − ε)] w_i + 2β_i.

The source enters with a plus sign and a factor of two. With t = ln r and g = w_i', the first-order form is dw_i/dt = r g and dg/dt = r w_i''. Near the origin u₀ starts as r^(l+1), while w_i may start from zero.

**When the small matrix is singular**

The functions w_i are not unique, since w_i + c_i u₀ satisfies the same equation. This replaces W_jk by W_jk + b_j c_k. Using Mb = (1 − MW)a, the new matrix is

1 − MW − (Mb)cᵀ = (1 − MW)(1 − a cᵀ).

The determinant of 1 − a cᵀ is 1 − c·a. Whenever a is not zero, the determinant of the small matrix can thus be made zero by a choice of c that does not alter the atom. A singular solve is therefore not by itself evidence of a resonance or a spurious state. It says that there is a nonzero solution in which u₀ has the coefficient zero, a case our scaling left out.

The cure is to leave that coefficient free. With u = c₀u₀ + Σ_i a_i w_i, the conditions become

−c₀ M b + (1 − MW) a = 0,

that is, n equations for n + 1 unknowns. A nonzero solution exists at every energy and can be taken from a singular value decomposition. It never gives u = 0 throughout the sphere: applying T + V − ε to such a u would give Σ_i a_i β_i = 0, hence a = 0 by linear independence, and then c₀ = 0. If u(R) = 0 with u'(R) ≠ 0, L has a genuine pole.

Exceptionally, there are several independent solutions. Because M is symmetric, integration by parts gives u v' − v u' = 0 at R for any two of them, u and v. They therefore share the same L, and some combination of them has both value and slope zero at R. That combination is a state confined to the sphere, and it leaves no mark on L. The ratio must then be taken from a solution whose value and slope do not both vanish.

**Where the matrices come from**

The scan compares the ultrasoft atom with the all-electron atom, so we need to know what its construction guarantees. Take all-electron waves φ_i at reference energies e_i in the potential V_AE. Replace each inside R by a smooth f_i with the same value and slope at R. Let V equal V_AE beyond R, and define

χ_i = (e_i − T − V) f_i,  B_ij = ⟨f_i|χ_j⟩,

β_i = Σ_j (B⁻¹)_ji χ_j,

q_ij = ⟨φ_i|φ_j⟩ − ⟨f_i|f_j⟩,  D_ij = B_ij + e_j q_ij.

We match enough further derivatives to make χ_i vanish at R, and assume that B can be inverted. Then

⟨β_i|f_k⟩ = Σ_j B_kj (B⁻¹)_ji = δ_ik,

Σ_i β_i B_ik = Σ_j χ_j Σ_i (B⁻¹)_ji B_ik = χ_k.

At ε = e_k the nonlocal term acting on f_k is Σ_i β_i (D_ik − e_k q_ik) = Σ_i β_i B_ik = χ_k. The local part gives (T + V − e_k)f_k = −χ_k. They cancel, so f_k solves the ultrasoft equation and L(e_k) is the all-electron value.

D must also be symmetric. Integrating by parts, with no contribution from the origin,

⟨f_i|T f_j⟩ − ⟨f_j|T f_i⟩ = −½ [f_i f_j' − f_j f_i'] at R.

The right side is the same for φ, because values and slopes match. For φ, where Tφ_j = (e_j − V_AE)φ_j, the left side is (e_j − e_i)⟨φ_i|φ_j⟩. In B_ij − B_ji the local potential cancels, leaving

B_ij − B_ji = (e_j − e_i)⟨f_i|f_j⟩ − (e_j − e_i)⟨φ_i|φ_j⟩ = −(e_j − e_i) q_ij.

The terms e_j q_ij in D remove precisely this difference.

**Why the slope matters**

Let a dot denote d/dε and let p_i = ⟨β_i|u⟩. Differentiating the ultrasoft equation, with dM/dε = −q, gives

(T + V − ε) u̇ − u + Σ_ij β_i (M_ij ṗ_j − q_ij p_j) = 0.

Multiply by u and integrate; multiply the original equation by u̇, integrate, and subtract. The local terms cancel, and so do the terms with M, because M is symmetric:

⟨u|T u̇⟩ − ⟨u̇|T u⟩ = N,  N = ∫₀ᴿ u² dr + Σ_ij p_i q_ij p_j.

Integration by parts turns the left side into −½(u u̇' − u̇ u') at R. This is −½u(R)² dL/dε, so

dL/dε = −2N/u(R)².

N is the augmented norm inside the sphere. At e_k, with u = f_k, it equals ⟨f_k|f_k⟩ + q_kk = ⟨φ_k|φ_k⟩. Since u(R) also agrees, the ultrasoft L has the all-electron slope as well as its value. Away from a pole, the error in L therefore starts at second order in ε − e_k.

The energy dependence of M is essential to this. If M is frozen at D − e₁q, the solution at e₁ is unchanged, but the term with q disappears from N. With φ₁ normalized to one inside R, the slope at e₁ is then multiplied by ⟨f₁|f₁⟩ = 1 − q₁₁.

**An oxygen atom, worked through**

The oxygen 2p wave has no node and is compact, which makes it a natural ultrasoft case. We take the neutral, spherical, spin-averaged atom 1s²2s²2p⁴ in the exchange-only local density approximation, solved self-consistently by Chebyshev collocation in a sphere of 20 bohr. The 2p level is −0.28951 hartree (−7.878 eV). We set l = 1, R = 1.5 bohr, e₁ at the 2p level and e₂ = 0. Each f_i is r² times a cubic polynomial in r², matched through the third derivative. V inside R is a quadratic polynomial in r², matched through the second. Both φ_i are normalized to one inside R. The construction gives

D₁₁ = −0.85101, D₁₂ = −0.84211, D₂₂ = −0.81769 hartree,

q₁₁ = 0.37539, q₁₂ = 0.41713, q₂₂ = 0.46272.

Consider ε = −0.5 hartree, which is not a reference energy. The first strength is M₁₁ = −0.85101 + 0.5 × 0.37539 = −0.66332. Likewise M₁₂ = −0.63354 and M₂₂ = −0.58633.

The outward integrations use a fourth-order Runge–Kutta rule with 3000 steps in ln r from 10⁻⁵ bohr, and Simpson's rule for the projector integrals. With u₀ starting as r² and w_i from zero, in atomic units,

b = (3.46749, −2.72755),

W = (−103.85884, 113.78544; 91.51766, −100.57818),

where the semicolon separates rows. The linear system becomes

−9.91135 a₁ + 11.75565 a₂ = −0.57204,

−12.13958 a₁ + 14.11607 a₂ = −0.59756,

with the solution a₁ = −0.37516, a₂ = −0.36497. At R the three functions have values 1.25473, −25.06020, 27.77016 and slopes 1.15242, −17.48982, 21.15828. Hence

u(R) = 1.25473 + 9.40167 − 10.13518 = 0.52122,

u'(R) = 1.15242 + 6.56154 − 7.72206 = −0.00810,

L = −0.01554 bohr⁻¹.

The products use unrounded coefficients. The all-electron L is −0.01556 bohr⁻¹, whereas u₀ alone would give 1.15242/1.25473 = 0.918. The sums also show cancellation: terms near ten leave a result near one half, so the coefficients a_i should be kept to full working precision.

The same matrix can be made singular on purpose. Choosing c = a/(a·a) gives c₁ = −1.36947 and c₂ = −1.33225, so that c·a = 1. The null vector of the enlarged system still gives L = −0.01554 bohr⁻¹.

**Choosing the radius**

Set the scan radius no smaller than the largest cutoff among the projectors, the smooth waves and the local potential. Inside that radius the smooth wave is meant to differ from the all-electron wave, and a disagreement there says nothing about scattering. Beyond it, both atoms obey the same local equation, so equality of L at R carries over to every larger radius.

A larger radius cannot reduce the number of poles below a fixed energy, and may increase it. The poles are the levels of the atom enclosed by a hard wall at the scan radius, except for any level whose slope also vanishes there. If the augmented norm is positive, moving the wall outward cannot raise these levels, because every trial function of the smaller sphere, continued by zero, is allowed in the larger one. Among the allowed radii, the cutoff itself therefore gives the fewest poles below a given energy.

**Choosing the window and reading the curves**

The window should cover the energies at which the atom will be used, with the reference energies inside it. For oxygen, L in bohr⁻¹ is as follows.

ε (hartree): all-electron, ultrasoft
−1.00: 0.8059, 0.8062
−0.15: −1.1512, −1.1512
0.30: −7.3642, −7.3628
0.60: 23.132, 23.219
1.00: 5.0151, 5.0336

The difference at 0.60 looks like the worst, but it is magnified by a nearby pole. Near a pole, compare 1/L = u(R)/u'(R), which passes smoothly through zero there. Its error is about 0.00003 bohr at 0.30 hartree, 0.00016 at 0.60 and 0.0007 at 1.00. On this measure the error grows across these three energies as they move above e₂. The measure fails where L itself is near zero: at −0.5 hartree the error in 1/L is about 0.07 bohr, and there L should be compared directly.

Where L is finite, a difference can be turned into an energy. If the surroundings prescribe a fixed L at the sphere, an error δL moves the energy that satisfies this condition by about δL/|dL/dε|. At −0.5 hartree the difference is 1.8 × 10⁻⁵ bohr⁻¹ and the slope is −2.264 bohr⁻¹ hartree⁻¹, so the shift is about 8 × 10⁻⁶ hartree. This is a more useful criterion than whether two plotted lines appear to coincide.

Hard-wall levels show that good agreement at low energy need not persist at higher energy. The lowest is 0.5133 hartree for the all-electron atom and 0.5135 for the ultrasoft atom. The next are 7.55 and 9.06 hartree. The first pair differs by 0.0002 hartree and the second by 1.5, so agreement over the tabulated range gives no licence to use this atom several hartree higher. Where the window should end depends on the largest energy shift, estimated as above, that the application can tolerate. If higher states matter, add a reference energy near them and repeat the scan. An extra reference can bring B close to singular and make the projectors large, so the conditioning of B and the positivity of the overlap operator must be checked again.

**Choosing the step and finding spurious states**

If N is positive, L falls with energy between poles, goes to minus infinity and returns from plus infinity. An ultrasoft pole with no all-electron partner may signal a spurious state. First check that it is not an ordinary pole displaced by the scattering error. Positivity should be examined through the overlap operator 1 + Σ_ij β_i q_ij ⟨β_j|, not through q alone. For oxygen, q₁₁q₂₂ − q₁₂² is about −0.0003, so q has a negative eigenvalue. On the space of the projectors the overlap operator nevertheless has eigenvalues 0.944 and 5.14, and elsewhere it acts as one. N is therefore positive.

A coarse step can miss a pole. From the slope formula,

d(1/L)/dε = −(dL/dε)/L² = 2N/u'(R)².

Near a pole at ε_p this integrates to

L ≈ [u'(R)²/(2N)] / (ε − ε_p).

A state whose slope at R is small compared with the square root of its norm N has a small numerator and leaves only a narrow feature. Refining the step helps, but a count that stays the same over several halvings is no proof, since a narrow enough feature is missed at all of them and a fully confined state never appears. Compute the hard-wall levels directly as well, and compare them with the poles found. The lowest oxygen levels above show one pole for each atom below 1 hartree, so the p channel has no extra state there; other channels need their own check.

Finally, inspect slopes at the reference energies. For oxygen both atoms give −3.367 bohr⁻¹ hartree⁻¹ at e₁ and −7.623 at e₂. Freezing M at e₁ changes the first to −2.103, a ratio of 0.6246 = 1 − q₁₁. If the values agree at a reference energy but the slopes do not, look first at the augmentation charges and at the term −εq in the linear solve.

These curves describe one atom in one fixed potential. They do not show how well the construction follows a change of charge or bonding, which has to be examined in the environments where the atom will be used.
